# Exact velocity of a travelling ferroelectric wall in quartic Landau dynamics: test program

```python
"""Exact velocity of a ferroelectric wall in overdamped quartic Landau dynamics.

Gamma dP/dt = E + alpha P - b P^3 + g d2P/dx2, with P3 on the left, P1 on the right.
Result under test: v = sqrt(g b/2) (P1 + P3 - 2 P2) / Gamma, where P1 < P2 < P3 are
the roots of the local force E + alpha P - b P^3; at small field v = mobility * E.
P: polarization, E: field, Gamma: viscosity, g: gradient coefficient.
Reduced units for simulations: P/Ps, x/xi, t alpha/Gamma, h = E/(alpha Ps),
with Ps = sqrt(alpha/b) and xi = sqrt(2 g/alpha); the diffusion constant is then 1/2.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq

# Model parameters, SI (rough regime of a hafnia capacitor)
Ps = 0.20            # C/m^2
alpha = 2.5e9        # V m/C
b = alpha / Ps**2    # V m^5/C^3
g = 1.25e-9          # V m^3/C
Gamma = 0.5          # ohm m
E_work = 1.0e8       # V/m
MVcm = 1.0e8         # V/m in one MV/cm
xi = np.sqrt(2 * g / alpha)
speed_unit = xi * alpha / Gamma
E_c = 2 * alpha * Ps / (3 * np.sqrt(3))
mobility = 3 * np.sqrt(g * b / 2) / (Gamma * alpha)


def force_roots(E, a=alpha):
    return np.sort(np.roots([-b, 0.0, a, E]).real)


def exact_velocity(E, a=alpha):
    p1, p2, p3 = force_roots(E, a)
    return np.sqrt(g * b / 2) * (p1 + p3 - 2 * p2) / Gamma


def reduced_roots(h):
    return np.sort(np.roots([-1.0, 0.0, 1.0, h]).real)


# Symbolic substitution of the tanh wall into the travelling-wave equation
s1, s2, s3, z, k, gs, Gs = sp.symbols("P1 P2 P3 z k g Gamma", positive=True)
wall = (s1 + s3) / 2 - (s3 - s1) / 2 * sp.tanh(k * (s3 - s1) * z / 2)
v_sym = gs * k * (s1 + s3 - 2 * s2) / Gs
b_sym = 2 * gs * k**2
residual = (gs * sp.diff(wall, z, 2) + Gs * v_sym * sp.diff(wall, z)
            - b_sym * (wall - s1) * (wall - s2) * (wall - s3))
assert sp.expand(residual) == 0


# Shooting in the plane (u, q = -du/dy): no use of the tanh form
def mismatch(v, h):
    u1, u2, u3 = reduced_roots(h)
    eps = 1e-5
    slope1 = v + np.sqrt(v * v - 2 * (1 - 3 * u1**2))
    slope3 = -v + np.sqrt(v * v - 2 * (1 - 3 * u3**2))

    def ode(u, q):
        return 2 * (v - (u - u**3 + h) / q)

    opts = dict(method="DOP853", rtol=1e-9, atol=1e-12)
    low = solve_ivp(ode, (u1 + eps, u2), [slope1 * eps], **opts)
    high = solve_ivp(ode, (u3 - eps, u2), [slope3 * eps], **opts)
    assert low.success and high.success
    return low.y[0, -1] - high.y[0, -1]


def shot_velocity(h):
    return speed_unit * brentq(mismatch, -1.0, 1.5, args=(h,), xtol=1e-12)


for h in (-0.2, 0.2, 0.35):
    assert abs(shot_velocity(h) / exact_velocity(h * alpha * Ps) - 1) < 1e-5
# A mismatch that only rises with v leaves room for one velocity
scan = [mismatch(v, 0.2) for v in np.linspace(-1.0, 1.5, 11)]
assert np.all(np.diff(scan) > 0) and scan[0] < 0 < scan[-1]


# Time evolution from a profile of the wrong width
def evolve(h, spacing=0.1, fourth=True, radius=None):
    """Return late reduced speed and mean wall position; radius adds curvature."""
    y = np.arange(-15.0, 45.0, spacing)
    u1, _, u3 = reduced_roots(h)
    u = (u1 + u3) / 2 - (u3 - u1) / 2 * np.tanh(y / 3)

    def rate(u):
        w = np.concatenate(([u[0], u[0]], u, [u[-1], u[-1]]))
        if fourth:
            lap = (-w[:-4] + 16 * w[1:-3] - 30 * u + 16 * w[3:-1] - w[4:])
            lap = lap / (12 * spacing**2)
        else:
            lap = (w[1:-3] - 2 * u + w[3:-1]) / spacing**2
        if radius is not None:
            grad = (w[:-4] - 8 * w[1:-3] + 8 * w[3:-1] - w[4:]) / (12 * spacing)
            lap = lap + grad / (y + radius)
        return u - u**3 + h + 0.5 * lap

    dt = min(0.8 * spacing**2, 0.05)
    n_start, n_end = round(25 / dt), round(40 / dt)
    for n in range(n_end + 1):
        if n in (n_start, n_end):
            place = y[0] - spacing / 2 + np.sum(u - u1) * spacing / (u3 - u1)
            if n == n_start:
                first = place
        r1 = rate(u)
        r2 = rate(u + dt / 2 * r1)
        r3 = rate(u + dt / 2 * r2)
        r4 = rate(u + dt * r3)
        u = u + dt / 6 * (r1 + 2 * r2 + 2 * r3 + r4)
    return (place - first) / ((n_end - n_start) * dt), (place + first) / 2


h_work = E_work / (alpha * Ps)
evolved = {}
for h in (0.05, h_work, 0.35):
    evolved[h] = speed_unit * evolve(h)[0]
    assert abs(evolved[h] / exact_velocity(h * alpha * Ps) - 1) < 2e-3

# Trigonometric form, limit at the coercive field, small-field expansion
for e in (-0.7, 0.1, 0.5, 0.95):
    trig = np.sqrt(6 * g * alpha) / Gamma * np.sin(np.arcsin(e) / 3)
    assert abs(trig / exact_velocity(e * E_c) - 1) < 1e-9
v_limit = np.sqrt(1.5 * g * alpha) / Gamma
assert abs(exact_velocity((1 - 1e-10) * E_c) / v_limit - 1) < 1e-4
assert abs(v_limit / (mobility * E_c) - 1.5) < 1e-12
h_c = E_c / (alpha * Ps)
excess = shot_velocity(0.1 * h_c) / (mobility * 0.1 * E_c) - 1
assert abs(excess / 0.1**2 / (4 / 27) - 1) < 0.01

# Dissipation and mobility by quadrature
p1, p2, p3 = force_roots(E_work)
v_work = exact_velocity(E_work)
k_wall = np.sqrt(b / (2 * g))
half_width = 2 / (k_wall * (p3 - p1))
zg = np.linspace(-20 * xi, 20 * xi, 40001)
moving = (p1 + p3) / 2 - (p3 - p1) / 2 * np.tanh(zg / half_width)
static = -Ps * np.tanh(zg / xi)


def density(P, E):
    return -alpha * P**2 / 2 + b * P**4 / 4 - E * P


released = density(p1, E_work) - density(p3, E_work)
dissipated = Gamma * v_work * trapezoid(np.gradient(moving, zg)**2, zg)
assert abs(dissipated / released - 1) < 1e-4
mobility_quad = 2 * Ps / (Gamma * trapezoid(np.gradient(static, zg)**2, zg))
assert abs(mobility_quad / mobility - 1) < 1e-4

# Neglected effect: curvature of a growing cylinder
radius0 = 30.0
v_round, mean_place = evolve(h_work, radius=radius0)
slowing = v_work / speed_unit - v_round
assert abs(slowing * (radius0 + mean_place) / 0.5 - 1) < 0.1


# Neglected effect: pinning by the lattice
def depinning(delta, n=81):
    """Largest reduced field with a static wall; delta = cell / wall half-width."""
    c = n // 2
    K = 0.5 / delta**2
    lap = np.diag(-2.0 * np.ones(n)) + np.eye(n, k=1) + np.eye(n, k=-1)
    lap[0, 0] = lap[-1, -1] = -1.0
    u, h, best = -np.tanh((np.arange(n) - c) * delta), 0.0, 0.0
    for held in np.arange(0.0, -0.9, -0.01):
        for _ in range(8):
            res = np.append(u - u**3 + h + K * lap @ u, u[c] - held)
            jac = np.zeros((n + 1, n + 1))
            jac[:n, :n] = np.diag(1 - 3 * u**2) + K * lap
            jac[:n, n] = 1.0
            jac[n, c] = 1.0
            step = np.linalg.solve(jac, -res)
            u, h = u + step[:n], h + step[n]
        assert np.max(np.abs(step)) < 1e-9
        best = max(best, abs(h))
    return best


def cells_gained(h, delta, n=81):
    u = -np.tanh((np.arange(n) - n // 2 - 0.5) * delta)
    before = np.sum(u > 0)
    for _ in range(6000):
        w = np.concatenate(([u[0]], u, [u[-1]]))
        lap = w[:-2] - 2 * u + w[2:]
        u = u + 0.1 * (u - u**3 + h + 0.5 / delta**2 * lap)
    return np.sum(u > 0) - before


cell = 0.5e-9
widths = (1.0e-9, 0.5e-9, 0.25e-9)
pins = [depinning(cell / w) for w in widths]
assert pins[0] < pins[1] < pins[2]
assert cells_gained(0.9 * pins[2], cell / widths[2]) == 0
assert cells_gained(1.1 * pins[2], cell / widths[2]) >= 2
v_lattice = speed_unit * evolve(h_work, spacing=cell / xi, fourth=False)[0]

# Neglected effect: interface layer in series with the film, electrodes shorted
film, layer, eps_layer = 10e-9, 0.5e-9, 30.0
series = np.array([[film, layer], [epsilon_0, -epsilon_0 * eps_layer]])
E_dep = -np.linalg.solve(series, [0.0, -Ps])[0]
E_dep_formula = layer * Ps / (epsilon_0 * (eps_layer * film + layer))
assert abs(E_dep / E_dep_formula - 1) < 1e-9

# Neglected effects: heat, warmer use, inertia, breakdown (rough inputs)
heat_capacity, T_zero, T_hot, T_ref = 3e6, 800.0, 360.0, 300.0
alpha_hot = alpha * (T_zero - T_hot) / (T_zero - T_ref)
mode_frequency, breakdown = 5e12, 4 * MVcm
mass = 2 * alpha / (2 * np.pi * mode_frequency)**2
R_grain = 10e-9

uC = 100.0  # uC/cm^2 in one C/m^2
print(f"Ps = {Ps*uC:.1f} uC/cm2")
print(f"alpha = {alpha:.3e} V m/C")
print(f"b = {b:.3e} V m5/C3")
print(f"g = {g:.3e} V m3/C")
print(f"viscosity Gamma = {Gamma:.2f} ohm m")
print(f"static wall half-width xi = {xi*1e9:.3f} nm")
print(f"coercive field of the model Ec = {E_c/MVcm:.4f} MV/cm")
print(f"working field E = {E_work/MVcm:.2f} MV/cm, E/Ec = {E_work/E_c:.4f}")
print(f"root P1 = {p1*uC:.4f} uC/cm2")
print(f"root P2 = {p2*uC:.4f} uC/cm2")
print(f"root P3 = {p3*uC:.4f} uC/cm2")
print(f"sqrt(g b/2) = {np.sqrt(g*b/2):.4f} V m2/C")
print(f"k = {k_wall:.4e} m/C")
print(f"moving wall half-width = {half_width*1e9:.4f} nm")
print(f"exact velocity = {v_work:.4f} m/s")
print(f"velocity by shooting = {shot_velocity(h_work):.4f} m/s")
print(f"velocity by time evolution = {evolved[h_work]:.4f} m/s")
print(f"linear-law velocity = {mobility*E_work:.4f} m/s")
print(f"exact/linear = {v_work/(mobility*E_work):.4f}")
print(f"1 + (4/27)(E/Ec)^2 = {1 + 4/27*(E_work/E_c)**2:.4f}")
print(f"mobility = {mobility*1e4:.4e} cm2/(V s) = {mobility:.4e} m2/(V s)")
print(f"velocity limit at Ec = {v_limit:.4f} m/s")
print("Table: E (MV/cm), exact v (m/s), linear v (m/s), ratio")
for E in np.array([0.1, 0.5, 1.0, 1.5, 1.9]) * MVcm:
    v, lin = exact_velocity(E), mobility * E
    print(f"  {E/MVcm:.1f}  {v:.4f}  {lin:.4f}  {v/lin:.4f}")
print(f"energy released per swept volume = {released/1e6:.2f} J/cm3")
print(f"time to cross {2*R_grain*1e9:.0f} nm = {2*R_grain/v_work*1e9:.2f} ns")
print(f"lattice cell assumed = {cell*1e9:.2f} nm")
for w, pin in zip(widths, pins):
    print(f"depinning field, half-width {w*1e9:.2f} nm = "
          f"{pin*alpha*Ps/MVcm:.3e} MV/cm")
print(f"velocity on the lattice, half-width 1 nm = {v_lattice:.4f} m/s")
print(f"curvature slowing at R = {R_grain*1e9:.0f} nm: "
      f"{g/(Gamma*R_grain):.3f} m/s")
print(f"radius scale g/(Gamma v) = {g/(Gamma*v_work)*1e9:.3f} nm")
print(f"film {film*1e9:.0f} nm, interface layer {layer*1e9:.1f} nm, "
      f"layer permittivity {eps_layer:.0f}")
print(f"depolarizing field at full Ps = {E_dep/MVcm:.3f} MV/cm")
print(f"velocity at E - Edep = {exact_velocity(E_work-E_dep):.3f} m/s")
print(f"velocity at E + Edep = {exact_velocity(E_work+E_dep):.3f} m/s")
print(f"rough heat capacity = {heat_capacity/1e6:.0f} J/(cm3 K)")
print(f"adiabatic heating per switching = {released/heat_capacity:.1f} K")
print(f"rough T0 = {T_zero:.0f} K, alpha({T_hot:.0f} K)/alpha({T_ref:.0f} K) = "
      f"{alpha_hot/alpha:.3f}")
print(f"velocity at {T_hot:.0f} K = {exact_velocity(E_work, alpha_hot):.3f} m/s")
print(f"rough mode frequency = {mode_frequency/1e12:.0f} THz")
print(f"inertia ratio m v^2/g = {mass*v_work**2/g:.1e}")
print(f"rough breakdown field = {breakdown/MVcm:.0f} MV/cm, "
      f"E/breakdown = {E_work/breakdown:.2f}")
print("OK")
```

Printed output:

```
Ps = 20.0 uC/cm2
alpha = 2.500e+09 V m/C
b = 6.250e+10 V m5/C3
g = 1.250e-09 V m3/C
viscosity Gamma = 0.50 ohm m
static wall half-width xi = 1.000 nm
coercive field of the model Ec = 1.9245 MV/cm
working field E = 1.00 MV/cm, E/Ec = 0.5196
root P1 = -17.5777 uC/cm2
root P2 = -4.1830 uC/cm2
root P3 = 21.7607 uC/cm2
sqrt(g b/2) = 6.2500 V m2/C
k = 5.0000e+09 m/C
moving wall half-width = 1.0168 nm
exact velocity = 1.5686 m/s
velocity by shooting = 1.5686 m/s
velocity by time evolution = 1.5686 m/s
linear-law velocity = 1.5000 m/s
exact/linear = 1.0457
1 + (4/27)(E/Ec)^2 = 1.0400
mobility = 1.5000e-04 cm2/(V s) = 1.5000e-08 m2/(V s)
velocity limit at Ec = 4.3301 m/s
Table: E (MV/cm), exact v (m/s), linear v (m/s), ratio
  0.1  0.1501  0.1500  1.0004
  0.5  0.7577  0.7500  1.0103
  1.0  1.5686  1.5000  1.0457
  1.5  2.5420  2.2500  1.1298
  1.9  3.9248  2.8500  1.3771
energy released per swept volume = 39.79 J/cm3
time to cross 20 nm = 12.75 ns
lattice cell assumed = 0.50 nm
depinning field, half-width 1.00 nm = 2.142e-04 MV/cm
depinning field, half-width 0.50 nm = 1.756e-01 MV/cm
depinning field, half-width 0.25 nm = 1.128e+00 MV/cm
velocity on the lattice, half-width 1 nm = 1.5309 m/s
curvature slowing at R = 10 nm: 0.250 m/s
radius scale g/(Gamma v) = 1.594 nm
film 10 nm, interface layer 0.5 nm, layer permittivity 30
depolarizing field at full Ps = 0.376 MV/cm
velocity at E - Edep = 0.952 m/s
velocity at E + Edep = 2.272 m/s
rough heat capacity = 3 J/(cm3 K)
adiabatic heating per switching = 13.3 K
rough T0 = 800 K, alpha(360 K)/alpha(300 K) = 0.880
velocity at 360 K = 1.828 m/s
rough mode frequency = 5 THz
inertia ratio m v^2/g = 1.0e-08
rough breakdown field = 4 MV/cm, E/breakdown = 0.25
OK
```
